Why an equibiaxial film bends a (110) silicon wafer unequally

**Question**

I have a (110) silicon wafer with a thin film on one side. The film stress is the same in both in-plane directions. My exercise gives C11 = 165.7 GPa, C12 = 63.9 GPa and C44 = 79.6 GPa, and asks me to show that the wafer bends about 1.47 times more along [001] than along [1-10] (second index negative).

I expected the stiffer direction to bend less, so I compared Young's moduli. I get 130.1 GPa along [001] and 169.1 GPa along [1-10], a ratio of only 1.30. Where does the rest come from? And does the answer depend on the film, or on the wafer being round?

**Answer**

Your moduli are right, but their ratio answers a different question. Young's modulus describes a pull in one direction with the sides free of stress. Your film loads both directions at once, and each load also changes the curvature in the other direction.

**Setting up the plate**

Take x along [001], y along [1-10] and z along [110], pointing towards the film, with z = 0 at the wafer's midplane. "Bending along x" means the curvature κ1 of the surface line running in the x direction; κ2 is the same for y. The wafer has thickness h. The film has thickness t, much smaller than h, and tensile stress σ > 0. Deflections are small, the elasticity is linear, and no other load acts.

Collect the in-plane strains as ε = (εx, εy, γxy) and the curvatures as κ = (κ1, κ2, 2κxy). In a thin bent plate

ε(z) = ε0 − zκ,

so positive κ shortens the film side and makes it concave. The wafer's faces carry negligible out-of-plane stress, so the in-plane strain and stress are related by ε = s·(stress), where s is the in-plane block of the compliance matrix. Its inverse is Q = s⁻¹.

To leading order in t/h the film is a skin with constant tension N = σt per unit length. Stretching it costs work N(εx + εy), evaluated at z = h/2. With e = (1, 1, 0), the energy per area is

U = ½ ∫ ε·Qε dz + N e·(ε0 − hκ/2), with z from −h/2 to h/2.

The integral of z vanishes and that of z² is h³/12, so stretching and bending separate:

U = ½h ε0·Qε0 + N e·ε0 + ½(h³/12) κ·Qκ − ½Nh e·κ.

Setting the derivative with respect to κ to zero gives

(h³/12) Qκ = ½Nh e, hence κ = (6N/h²) s e.

Written out,

κ1 = (6σt/h²)(s11 + s12)
κ2 = (6σt/h²)(s22 + s12)
2κxy = (6σt/h²)(s16 + s26) = 0.

The last line follows from symmetry. For the elastic constants of a cubic crystal such as silicon, the plane perpendicular to [001] acts as a mirror plane. Reflection in it reverses γxy but leaves the normal stresses unchanged, so normal stresses cannot produce γxy.

This also settles your last question. The energy is lowest at every point for the same κ, and the surface w = ½κ1x² + ½κ2y² has that κ everywhere. The uniform ε0 fits together as well. No part of the wafer has to compromise with its neighbours, so the outline does not matter within this model. The factor 6σt/h² cancels from the ratio, so neither the film nor the wafer thickness matters.

**The compliances**

First work along the cube axes. A stress p along one axis gives strain S11p along it and S12p along the other two. Hooke's law for the loaded axis and for a free axis reads

C11S11 + 2C12S12 = 1
C12S11 + (C11 + C12)S12 = 0.

The second equation gives S12 = −C12S11/(C11 + C12). Substitute this into the first and use C11² + C11C12 − 2C12² = (C11 − C12)(C11 + 2C12), which I call P:

S11 = (C11 + C12)/P, S12 = −C12/P, S44 = 1/C44.

Numerically, S11 = 7.6845, S12 = −2.1387 and S44 = 12.5628, all in 1/TPa.

Since x is a cube axis, s11 = S11. For y, apply unit stress along n = (1, −1, 0)/√2. Its components are n_i n_j: two normal stresses of ½ and a shear stress of −½. The resulting strains are

ε11 = ε22 = ½(S11 + S12), ε33 = S12, ε12 = −¼S44.

The last one is half the engineering shear strain −½S44. The strain along n is then

s22 = ½ε11 + ½ε22 − ε12 = ½(S11 + S12) + ¼S44 = 5.9136 1/TPa.

The strain along [001] caused by the same stress is ε33, so s12 = S12. Therefore

s11 + s12 = 7.6845 − 2.1387 = 5.5458 1/TPa
s22 + s12 = 5.9136 − 2.1387 = 3.7749 1/TPa
κ1/κ2 = 5.5458/3.7749 = 1.469.

This is the required result. Minimising the full three-dimensional strain energy of the wafer, with the out-of-plane strains left free, gives the same 1.4691.

**Where your 1.30 went**

With E1 = 1/s11, ν1 = −s12/s11, and likewise for direction 2,

κ1/κ2 = (E2/E1) · (1 − ν1)/(1 − ν2) = 1.2995 × (1 − 0.2783)/(1 − 0.3617) = 1.469.

The film's pull along y bends the wafer the opposite way along x, and vice versa. This subtracts the same 2.1387 1/TPa from both compliances. Taking equal amounts from a larger and a smaller number raises their ratio, here from 1.30 to 1.47.

The stiffnesses that matter here are B1 = 1/(s11 + s12) = 180.3 GPa (1.125 eV/Å³) and B2 = 1/(s22 + s12) = 264.9 GPa (1.653 eV/Å³).

**General formula and its limits**

From the expressions above, S11 + S12 = C11/P and S11 − S12 = 1/(C11 − C12). The difference between the two sums is

s11 − s22 = ½(S11 − S12) − ¼S44 = (2C44 − C11 + C12)/[4C44(C11 − C12)].

Write κ1/κ2 = (S11 + S12)/[(S11 + S12) − (s11 − s22)] and multiply top and bottom by 4C44P:

κ1/κ2 = 4C11C44 / [4C11C44 − (2C44 − C11 + C12)(C11 + 2C12)].

If 2C44 = C11 − C12, the crystal is elastically isotropic and the ratio is 1. Multiplying all three constants by a common factor changes nothing.

Expanding the denominator gives 2C44(C11 − 2C12) + (C11 − C12)(C11 + 2C12). For silicon both terms are positive, so the wafer becomes a bowl. In a stable cubic crystal with C11 < 2C12 and a large enough C44, the denominator would be negative and the same film would produce a saddle.

On a (001) wafer, x and y are both cube axes. Both curvatures are then proportional to S11 + S12, so the bending is equal in all directions and matches κ1 of the (110) wafer for the same σ, t and h. On (110), a line at angle θ from [001] has curvature

κ(θ) = κ1 cos²θ + κ2 sin²θ,

which follows from inserting x = r cosθ, y = r sinθ into w. A scan at 45° therefore reads the mean of the two.

**A tungsten film in numbers**

Take 100 nm of tungsten at 1 GPa tension on a wafer 525 µm thick and 100 mm in diameter. The film force is σt = 100 N/m, so

κ1 = 6 × (100 N/m)/(525 µm)² × 5.5458 1/TPa = 0.0121 1/m
κ2 = 6 × (100 N/m)/(525 µm)² × 3.7749 1/TPa = 0.0082 1/m.

The radii of curvature are about 83 m and 122 m. With a = 50 mm, the edge stands above the centre by κa²/2, which is 15.1 µm along [001] and 10.3 µm along [1-10].

**How far to trust this on a real wafer**

These are rough but plausible values for a metal film in chip processing. The stress of a real tungsten film depends strongly on how it was deposited. One assumption to check is equal film stress. If the stress along [1-10] is 5% higher, then

κ1/κ2 = (s11 + 1.05 s12)/(1.05 s22 + s12) = 1.34.

This imbalance removes more than a quarter of the excess over 1. If the stress along [001] is 5% higher instead, the ratio rises to 1.62. Etching the film into narrow lines goes further. In the limit where they pull along [001] alone, κ1 is proportional to s11 and κ2 to s12, which is negative, so the wafer becomes a saddle.

Gravity is not small either. On a ring supporting its edge, the bare wafer sags by about 2.3 µm, which is 15% of the bow along [001] and 23% of that along [1-10]. Measure the shape before and after deposition on the same three support points and subtract. Three points carry shares of the weight that are fixed by balance alone, so for small deflections the sag cancels. On a ring it need not cancel. The film alone would leave the edge uneven, but in this example the wafer's weight presses the whole edge onto a flat ring. The edge then stands equally high above the centre in both directions, which hides the difference you want to measure.

Heating by 100 K, with the film remaining elastic, lowers its stress by about 0.11 GPa because tungsten expands more than silicon. This uses rough values: modulus 410 GPa, Poisson ratio 0.28, and expansion coefficients of 4.5 and 2.6 ppm/K. With these values both bows fall by about 11%. Silicon's expansion coefficient rises with temperature and averages about 2.9 ppm/K over the first 100 K above room temperature, which brings the drop nearer 0.09 to 0.10 GPa, or 9 to 10%. Either way the ratio of the bows stays the same if silicon's elastic constants are held fixed. Shifting those constants separately by 1% up or down, in all eight combinations, gives ratios from 1.42 to 1.52. The change in the ratio is nearly proportional to these shifts, so securing the last digit of 1.47 takes constants known to about 0.1%.

The curvatures scale as 1/h², so an error of 20 µm in the wafer thickness changes them by 7 to 8%, but leaves their ratio alone. The following corrections are smaller here. Including the film's own stiffness and thickness, with 1 GPa now meaning its stress while the wafer is held flat and unstrained, lowers the curvatures by 0.22% and 0.14%. A 1° miscut about either in-plane axis changes the ratio by less than 0.001.

The small-deflection assumption also holds well. A bowl cannot form without stretching the midplane, but an estimate with uniform curvatures puts the resulting reduction at only 0.01 to 0.02% for this wafer. Letting the curvature vary from centre to edge raises this somewhat, but it stays well below 0.1%. For a much wider or thinner wafer, or a much larger film force, that stretching can become important, and the ratio need no longer be independent of film stress and size. The remaining values are in the numerical output below.

Table of computed values

```
C11, C12, C44 = 165.7, 63.9, 79.6 GPa
S11 = 7.6845 1/TPa
S12 = -2.1387 1/TPa
S44 = 12.5628 1/TPa
anisotropy J = 3.5418 1/TPa
s22 along [1-10] = 5.9136 1/TPa
s11+s12 for [001] = 5.5458 1/TPa
s22+s12 for [1-10] = 3.7749 1/TPa
ratio from formula = 1.4691
ratio from 3D energy = 1.4691
Young modulus [001], [1-10] = 130.1, 169.1 GPa
Young modulus ratio = 1.2995
Poisson ratio, pull along [001] = 0.2783
Poisson ratio, pull along [1-10] = 0.3617
bending modulus 1/(s11+s12) = 180.3 GPa
  the same = 1.1254 eV/A^3
bending modulus 1/(s22+s12) = 264.9 GPa
  the same = 1.6534 eV/A^3
film stress = 1.0 GPa, thickness = 100 nm
wafer thickness = 525 um, diameter = 100 mm
film force per length = 100.0 N/m
curvature along [001] = 0.01207 1/m
curvature along [1-10] = 0.00822 1/m
radius along [001] = 82.8 m
radius along [1-10] = 121.7 m
bow along [001] = 15.09 um
bow along [1-10] = 10.27 um
W modulus = 410 GPa, Poisson ratio = 0.28 (rough)
two-layer change, [001] = -0.221 %
two-layer change, [1-10] = -0.137 %
two-layer ratio = 1.4679
stretching change, [001] = -0.0071 %
stretching change, [1-10] = -0.0150 %
Si density = 2330 kg/m^3 (rough)
gravity sag on edge ring = 2.32 um
sag / bow along [001] = 15 %
sag / bow along [1-10] = 23 %
expansion W, Si = 4.5, 2.6 ppm/K (rough)
film stress change on +100 K = -0.108 GPa
relative bow change on heating = -10.8 %
ratio, film stress 5% higher on [1-10] = 1.3361
largest ratio change, 1 degree miscut = 0.00084
ratio range, constants +-1% = 1.425 to 1.516
```
